# Mean Free Path of Trimethylaluminium in Nitrogen

## The problem

In a reactor for atomic layer deposition, a trace of trimethylaluminium vapour, Al(CH₃)₃, is carried by nitrogen at a total pressure of 1 Torr and a temperature of 500 K. The collision diameter is $d=0.5$ nm. What is the mean free path of a trimethylaluminium molecule?

Call trimethylaluminium A and nitrogen B. Their masses are $m_A=72.087$ u and $m_B=28.014$ u. The following conventions are used.

- The mean free path $\lambda$ is the mean speed of A divided by its mean collision rate.
- The molecules are hard spheres, and $d$ is the distance between the centres of A and B at contact. It is neither the diameter of A nor that of B, but the sum of their radii.
- The gas is ideal and in thermal equilibrium, and A is so dilute that it meets nitrogen alone.

## A tempting solution

The number density follows from the ideal gas law:

$$n=\frac{p}{k_BT}=\frac{133.32\ \text{Pa}}{6.9032\times10^{-21}\ \text{J}}=1.9313\times10^{22}\ \text{m}^{-3}.$$

A collision occurs when the centres come within $d$ of each other, so the cross-section is $\sigma=\pi d^2=0.7854\ \text{nm}^2$. If the nitrogen stood still, a molecule A would meet one partner per length

$$\frac{1}{n\sigma}=65.93\ \mu\text{m}.$$

But the partners move too, and the mean relative speed in a gas is $\sqrt2$ times the mean speed. Therefore

$$\lambda=\frac{1}{\sqrt2\,n\sigma}=46.62\ \mu\text{m}.\qquad\text{(wrong)}$$

## Where it fails

The density, the cross-section and the concern for moving partners are all sound. The fault lies in the factor $\sqrt2$, which belongs to a molecule moving among others of its own mass. Here the partners are lighter. At equal temperature the mean speed varies as $m^{-1/2}$, so nitrogen moves $\sqrt{m_A/m_B}=\sqrt{2.5732}\approx1.60$ times as fast as A. Fast partners strike A more often than equally slow ones would, and the true path must be shorter than 46.62 µm. The mean relative speed has to be found for two different masses.

## The right solution

**Collision rate.** Sit on a molecule A and consider the nitrogen molecules whose velocity relative to A has magnitude $g$ and a given direction. Those that strike A within a short time $t$ start inside a cylinder of cross-section $\sigma$ and length $gt$, whose volume is $\sigma gt$. Multiplying by the density, dividing by $t$ and averaging over all velocities gives the mean collision rate

$$\nu=n\sigma\langle g\rangle .$$

**Distribution of the relative velocity.** The velocities of A and B are independent, so their joint probability density is proportional to

$$\exp\!\left[-\frac{m_Av_A^2+m_Bv_B^2}{2k_BT}\right].$$

Introduce the relative velocity $\mathbf g=\mathbf v_A-\mathbf v_B$ and the centre-of-mass velocity $\mathbf V=(m_A\mathbf v_A+m_B\mathbf v_B)/M$, with $M=m_A+m_B$. Then

$$\mathbf v_A=\mathbf V+\frac{m_B}{M}\mathbf g,\qquad \mathbf v_B=\mathbf V-\frac{m_A}{M}\mathbf g .$$

When these are squared and added with their masses, the cross terms $\pm2(m_Am_B/M)\,\mathbf V\cdot\mathbf g$ cancel. The terms in $g^2$ have the coefficient

$$\frac{m_Am_B^2+m_Bm_A^2}{M^2}=\frac{m_Am_B}{M}\equiv\mu,$$

so that

$$m_Av_A^2+m_Bv_B^2=MV^2+\mu g^2 .$$

The change of variables has a Jacobian of magnitude one. Integrating over $\mathbf V$ leaves a density proportional to $e^{-ag^2}$ for $\mathbf g$, with $a=\mu/(2k_BT)$. The relative velocity is therefore Maxwellian, with the reduced mass $\mu$ in place of a molecular mass.

**Mean relative speed.** The volume element in velocity space supplies a factor $g^2$, hence

$$\langle g\rangle=\frac{\int_0^\infty g^3e^{-ag^2}dg}{\int_0^\infty g^2e^{-ag^2}dg}
=\frac{1/(2a^2)}{\sqrt\pi/(4a^{3/2})}=\frac{2}{\sqrt{\pi a}}=\sqrt{\frac{8k_BT}{\pi\mu}} .$$

The same integral with $m_A$ in place of $\mu$ gives the mean speed of A, $\bar v_A=\sqrt{8k_BT/(\pi m_A)}$. The ratio is

$$\frac{\langle g\rangle}{\bar v_A}=\sqrt{\frac{m_A}{\mu}}=\sqrt{\frac{m_A+m_B}{m_B}}=\sqrt{1+\frac{m_A}{m_B}} .$$

**Result.** Dividing the mean speed by the collision rate,

$$\boxed{\lambda=\frac{\bar v_A}{n\sigma\langle g\rangle}=\frac{k_BT}{p\,\pi d^2\sqrt{1+m_A/m_B}}}$$

For the present gas the mass factor is $\sqrt{1+2.5732}=1.8903$, and

$$\lambda=\frac{65.93\ \mu\text{m}}{1.8903}=34.88\ \mu\text{m}\approx35\ \mu\text{m},$$

or $6.6\times10^5$ bohr. The speeds give the same value: $\bar v_A=383.2$ m/s and $\langle g\rangle=724.4$ m/s, so $\nu=1.0988\times10^7\ \text{s}^{-1}$ and $\bar v_A/\nu=34.88$ µm. The tempting answer was about 34 % above this one.

**Limits.** For equal masses the factor becomes $\sqrt2$, which is the case the wrong solution assumed. For $m_B\gg m_A$ it tends to 1, because very heavy partners hardly move. For $m_B\ll m_A$, with $T$, $p$ and $d$ held fixed, $\lambda$ tends to $\sqrt{m_B/m_A}/(n\sigma)$ and becomes short, since light partners are fast and strike often.

**A check by counting.** The cylinder argument can be tested without using it. Two million pairs were given random positions and Maxwellian velocities with the present mass ratio, and the pairs that came into contact within a short time were counted. The resulting mean free path was 0.997 times the formula, with a sampling error of about 0.8 %.

## What the number means

**Another average.** The collision rate $\nu(v)$ depends on the speed $v$ of A. One may therefore compute the free path $v/\nu(v)$ at each speed and average that over the Maxwell distribution. This gives 33.76 µm, about 3 % below the value found above. Neither is an error; they are different averages, and a quoted mean free path needs its definition.

**The length that governs diffusion.** A heavy molecule keeps much of its velocity when a light one strikes it, so $\lambda$ is not the distance over which it forgets its direction. The length that governs diffusion follows instead from the momentum lost per collision.

Let $b$ be the impact parameter and $\theta$ the angle between the line of approach and the line of centres at contact, so that $\sin\theta=b/d$. Mirror reflection deflects the relative velocity by $\chi=\pi-2\theta$, hence

$$\cos\chi=-\cos2\theta=2\sin^2\theta-1=\frac{2b^2}{d^2}-1 .$$

Impacts are uniform over the disc, so $b^2$ is uniform between 0 and $d^2$, and $\cos\chi$ is uniform between $-1$ and $1$. The scattering is isotropic, and the relative velocity after the collision, $\mathbf g'$, averages to zero. Since $\mathbf V$ is conserved, the momentum of A changes by $\mu(\mathbf g'-\mathbf g)$, on average by $-\mu\mathbf g$. With collisions at the rate $n\sigma g$, the mean force on A is

$$\mathbf F=-\mu n\sigma\langle g\,\mathbf g\rangle .$$

Suppose that A drifts through the nitrogen with a small velocity $u$ along $x$, and that its distribution is a shifted Maxwellian. To first order in $u$, the density of $\mathbf g$ is then multiplied by $1+\mu ug_x/(k_BT)$. The first term averages to zero by symmetry. In the second, $g_x^2$ may be replaced by $g^2/3$:

$$\langle g\,g_x\rangle=\frac{\mu u}{3k_BT}\langle g^3\rangle .$$

The third moment follows from

$$\frac{\langle g^3\rangle}{\langle g\rangle}=\frac{\int_0^\infty g^5e^{-ag^2}dg}{\int_0^\infty g^3e^{-ag^2}dg}=\frac{1/a^3}{1/(2a^2)}=\frac2a=\frac{4k_BT}{\mu}.$$

Therefore $\langle g\,g_x\rangle=\tfrac43\langle g\rangle u$ and $F=-\tfrac43\mu n\sigma\langle g\rangle u$.

In steady diffusion this friction balances the gradient of the partial pressure: $-k_BT\,dn_A/dx+n_AF=0$. Solving for the flux $n_Au=-D\,dn_A/dx$ gives

$$D=\frac{3k_BT}{4\mu n\sigma\langle g\rangle}=140.7\ \text{cm}^2/\text{s}.$$

The shifted Maxwellian is an assumption, which makes this the first Chapman–Enskog approximation. A random flight of 120 000 hard-sphere tracers with the same mass ratio, which makes no such assumption, gave a $D$ that was 1.003 times the formula, with a sampling error of about 0.6 %. Higher approximations raise $D$ by 0.4 % at this mass ratio, which is below that error. The first approximation, and with it the ratio $\ell/\lambda$ below, is poorer for lighter tracers: it is low by 2 % for equal masses and by about 12 % for $m_A/m_B=0.01$.

Define a transport length by $D=\bar v_A\ell/3$. Then

$$\frac{\ell}{\lambda}=\frac{3D}{\bar v_A\lambda}=\frac{9k_BT}{4\mu\bar v_A^2}=\frac{9\pi}{32}\,\frac{m_A}{\mu}=\frac{9\pi}{32}\left(1+\frac{m_A}{m_B}\right)=3.157,$$

so $\ell=110.1$ µm. Putting $\lambda=35$ µm into $D=\bar v_A\lambda/3$ would make the diffusion coefficient too small by this factor of about three.

**Hole and channel.** The ratio of $\lambda$ to the width of a space is the Knudsen number. For trimethylaluminium it is 349 in a hole 100 nm wide, where a molecule meets the walls far more often than nitrogen. In a flow channel 1 cm wide it is 0.0035, or 0.011 when measured with the transport length $\ell$, and collisions with nitrogen dominate. The same vapour is thus free-molecular in the hole and close to ordinary diffusion in the channel.

## How far to trust 35 µm

A pressure near 1 Torr and a temperature near 500 K are typical of thermal deposition of alumina from trimethylaluminium. The least certain part of the model is the hard sphere. Real molecules have no sharp edge, and $\lambda\propto d^{-2}$: a diameter 10 % larger gives 28.8 µm, and one 10 % smaller gives 43.1 µm.

It also matters what $d$ stands for. The result takes 0.5 nm as an effective diameter at 500 K, with the effect of attraction already included. Suppose instead that it is a bare core, and that the pair has a potential energy $-\varepsilon$ at contact. Let $E=\mu g^2/2$ be the energy of approach. At grazing contact the relative speed $g_c$ obeys

$$\tfrac12\mu g_c^2=E+\varepsilon,\qquad gb=g_cd,$$

by conservation of energy and angular momentum. Hence $b^2=d^2(1+\varepsilon/E)$, and the cross-section grows by the factor $1+\varepsilon/E$. In the collision rate this replaces $\langle g\rangle$ by $\langle g\rangle+(2\varepsilon/\mu)\langle1/g\rangle$. Since

$$\frac{\langle1/g\rangle}{\langle g\rangle}=\frac{\int_0^\infty g\,e^{-ag^2}dg}{\int_0^\infty g^3e^{-ag^2}dg}=\frac{1/(2a)}{1/(2a^2)}=a=\frac{\mu}{2k_BT},$$

the rate is multiplied by $1+\varepsilon/(k_BT)$. A rough depth of $\varepsilon/k_B=200$ K gives a factor of 1.40 and shortens the path to 24.9 µm. This factor is an upper bound, because a centrifugal barrier farther out can turn slow molecules back before contact. For a tail $-\varepsilon(d/r)^6$ this happens when $E<2\varepsilon$, and the factor falls to about 1.35, with a path near 26 µm. The factor counts contacts only and does not carry over to diffusion: the same tail lowers $D$ and $\ell$ by only about 10 %.

Three other neglected effects are minor here:

- **More vapour.** Let 10 % of the molecules be trimethylaluminium, at the same total pressure. With a rough nitrogen diameter of 0.37 nm, the additive rule gives $2(0.5)-0.37=0.63$ nm for a pair A–A. The path becomes 34.23 µm, about 2 % shorter.
- **Dimers.** Trimethylaluminium can pair up. A rough dissociation enthalpy of 85 kJ/mol and entropy of 180 J/(mol K) give a dissociation constant of 3.3 bar. At equilibrium, with a partial pressure of 0.1 Torr, there are then about $4\times10^{-5}$ dimers per monomer. These figures hold at 500 K. With the same inputs, dimers outnumber monomers near 300 K.
- **Finite molecular volume.** Its measure is $nd^3=2.4\times10^{-6}$, so the volume of the molecules hardly disturbs the ideal gas law.

The answer is therefore 35 µm for the stated diameter, while the real path is known no better than the diameter and the attraction allow, which is to some tens of per cent. The numerical output lists the values used.

## Table of computed values

```
Temperature: 500 K
Total pressure: 1 Torr = 133.32 Pa
Collision diameter d: 0.50 nm
Mass of TMA: 72.087 u
Mass of N2: 28.014 u
Mass ratio TMA/N2: 2.5732
Mass factor sqrt(1 + ratio): 1.8903
Thermal energy k_B T: 6.9032e-21 J
Number density: 1.9313e+22 m^-3
Cross-section pi d^2: 0.7854 nm^2
Mean speed of TMA: 383.2 m/s
Mean relative speed: 724.4 m/s
Collision rate of one TMA: 1.0988e+07 s^-1
MEAN FREE PATH: 34.88 um = 6.591e+05 bohr
With factor sqrt(2) instead: 46.62 um
With motionless N2 instead: 65.93 um
Average of v/rate(v) instead: 33.76 um
Diffusion coefficient: 140.7 cm^2/s
Transport length 3D/v: 110.1 um
Transport length / mean free path: 3.157
Knudsen number, 100 nm hole: 349
Knudsen number, 1 cm channel: 0.00349
Path if d is 10% larger: 28.8 um
Path if d is 10% smaller: 43.1 um
Rough attraction depth / k_B: 200 K
Rate factor from attraction: 1.40
Path with attraction, bare core d: 24.9 um
TMA fraction in mixture case: 0.10
Rough N2 diameter: 0.37 nm
TMA-TMA diameter, additive rule: 0.63 nm
Path in that mixture: 34.23 um
Rough dimer dissociation enthalpy: 85 kJ/mol
Rough dimer dissociation entropy: 180 J/(mol K)
Dissociation constant: 3.3 bar
Dimer/monomer pressure ratio: 4e-05
Molecular volume measure n d^3: 2.4e-06
Test, geometric count / formula: 0.9969
Test, speed ratio by quadrature: 1.8903
Test, random-flight path / formula: 0.9995
Test, random-flight D / formula: 1.0032
```
